# Screened Attraction and Bare Exchange in a Two-Band Bethe-Salpeter Model

In a planar disilene molecule, moving an electron from the $\pi$ to the $\pi^*$ orbital costs 8.61 eV if electron and hole are treated as independent quasiparticles. With their interaction included, the same orbital pair gives a triplet at 2.02 eV and a singlet at 5.67 eV. One interaction has pulled both states down by 6.59 eV, and a second has pushed only the singlet back up by 3.65 eV. The first involves the screened Coulomb interaction $W$, the second the bare interaction $v$. The Bethe-Salpeter equation shows why.

Consider a closed-shell system with a gap, without spin-orbit coupling, and set $\hbar=1$. The one-particle Green function $G$ obeys $G^{-1}=G_0^{-1}-V_{\rm H}-\Sigma-\varphi$, where $V_{\rm H}$ is the Hartree potential, $\Sigma$ the self-energy and $\varphi$ a weak probe. Varying $GG^{-1}=1$ gives

$$\delta G=-G\,\delta(G^{-1})\,G=G\,(\delta\varphi+\delta V_{\rm H}+\delta\Sigma)\,G .$$

The electron-hole kernel is therefore the derivative of $V_{\rm H}+\Sigma$ with respect to $G$. Take $\Sigma=iGW$, neglect $\delta W/\delta G$, and replace $W$ in the kernel by its static limit. The interaction is then instantaneous, so only the equal-time density matrix $\rho=-iG(t,t^+)$ is needed. With spins $\sigma,\sigma'$,

$$\delta V_{\rm H}(\mathbf r)=\int v(\mathbf r,\mathbf r')\sum_\tau\delta\rho_{\tau\tau}(\mathbf r',\mathbf r')\,d\mathbf r',$$

$$\delta\Sigma_{\sigma\sigma'}(\mathbf r,\mathbf r')=-W(\mathbf r,\mathbf r')\,\delta\rho_{\sigma\sigma'}(\mathbf r,\mathbf r').$$

The minus sign comes from $iG=i(i\rho)=-\rho$. The Hartree potential contains $v$ by definition, so its derivative contains $v$; the self-energy contains $W$, so its derivative contains $W$.

Let $h$ be the quasiparticle Hamiltonian, with energies taken as given and quasiparticle weights set to one. An instantaneous change $U=\delta V_{\rm H}+\delta\Sigma$ drives the density matrix according to

$$i\,\partial_t\delta\rho=[h,\delta\rho]+[U,\rho_0],$$

where $\rho_0$ projects on the filled states. Since $\rho_0|v\rangle=|v\rangle$ and $\langle c|\rho_0=0$, the matrix elements of $[U,\rho_0]$ are $U_{cv}$ and $-U_{vc}$; those within one band vanish. The $cv$ elements are resonant, oscillating near the positive pair energy, and the $vc$ elements are antiresonant. The Tamm-Dancoff approximation drops the latter.

Now keep one valence band $v$ and one conduction band $c$. Light carries negligible momentum, so electron and hole are created at the same $k$:

$$\delta\rho_{\sigma\sigma'}(\mathbf r,\mathbf r')=e^{-i\Omega t}\sum_kA_k^{\sigma\sigma'}\psi_{ck}(\mathbf r)\psi^*_{vk}(\mathbf r').$$

Insert this in $\delta\Sigma$ and take the matrix element between $\psi_{ck}$ and $\psi_{vk}$. It is $-\sum_{k'}D_{kk'}A_{k'}^{\sigma\sigma'}$, with

$$D_{kk'}=\iint\psi^*_{ck}(\mathbf r)\psi_{ck'}(\mathbf r)W(\mathbf r,\mathbf r')\psi_{vk}(\mathbf r')\psi^*_{vk'}(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

The Hartree term gives $\delta_{\sigma\sigma'}\sum_{k'}X_{kk'}\sum_\tau A_{k'}^{\tau\tau}$, with

$$X_{kk'}=\iint\psi^*_{ck}(\mathbf r)\psi_{vk}(\mathbf r)v(\mathbf r,\mathbf r')\psi_{ck'}(\mathbf r')\psi^*_{vk'}(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

In $D$ the electron density interacts with the hole density. In $X$ two transition densities interact, and this is called electron-hole exchange although it arises from the Hartree potential.

The singlet has $A^{\uparrow\uparrow}=A^{\downarrow\downarrow}=A/\sqrt2$. The spin sum is $2A/\sqrt2$, and dividing by the common factor $1/\sqrt2$ leaves $2X$. The triplets have either $A^{\uparrow\uparrow}=-A^{\downarrow\downarrow}$ or only spin-off-diagonal amplitudes, so their spin sum is zero. With $\Delta_k=E_{ck}-E_{vk}$, the singlet equation is

$$\sum_{k'}\left[\Delta_k\delta_{kk'}-D_{kk'}+2X_{kk'}\right]A_{k'}=\Omega_SA_k,$$

and the triplet equation lacks $2X$. These factors were tested on a six-cell ring by numerically linearising the density-matrix equation with explicit spin: each triplet level of the reduced matrix appears there at least three times, and each singlet level appears.

The signs of the shifts follow from real space. Define the pair wavefunction

$$\Psi(\mathbf r_e,\mathbf r_h)=\sum_kA_k\psi_{ck}(\mathbf r_e)\psi^*_{vk}(\mathbf r_h).$$

Multiplying $D$ and $X$ by $A_k^*A_{k'}$ and summing gives

$$\langle D\rangle=\iint|\Psi(\mathbf r_e,\mathbf r_h)|^2W(\mathbf r_e,\mathbf r_h)\,d\mathbf r_e\,d\mathbf r_h,$$

$$\langle X\rangle=\iint\Psi^*(\mathbf r,\mathbf r)v(\mathbf r,\mathbf r')\Psi(\mathbf r',\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

If $W$ is nowhere negative, $\langle D\rangle\ge0$ for every envelope. By the min-max principle, subtracting $D$ then cannot raise any ordered level. The exchange needs a different property: $\langle X\rangle$ is twice the electrostatic energy of the charge distribution $\Psi(\mathbf r,\mathbf r)$ (if it is complex, the energies of its real and imaginary parts are added), and $v$ has a positive Fourier transform, so $\langle X\rangle\ge0$. Each ordered singlet level therefore lies at or above the corresponding triplet level. The attraction samples all electron-hole separations; the exchange samples only coincidence.

For a crystal of $N$ cells, write $\psi_{nk}=e^{i\mathbf k\cdot\mathbf r}u_{nk}/\sqrt N$. The four Bloch factors give $1/N^2$, and translational invariance gives a factor $N$ from one cell sum, so both kernels carry a prefactor $1/N$. In $D$ the phases leave the Fourier component of $W$ at $\mathbf k-\mathbf k'$. Because $W$ has a long range, this component grows without bound as $\mathbf k'\to\mathbf k$, and the elements at $\mathbf k=\mathbf k'$ fall more slowly than $1/N$; the singularity is integrable, so the sum over $\mathbf k'$ stays finite. In $X$ they cancel, leaving $v$ at zero crystal momentum.

That component needs care in three dimensions. At small pair momentum $\mathbf q$, orthogonality removes the constant term of the transition density and leaves $-i\mathbf q\cdot\mathbf r_{cv}$. Its square, multiplied by $4\pi e^2/(Vq^2)$ in Gaussian units, tends to $4\pi e^2|\hat{\mathbf q}\cdot\mathbf r_{cv}|^2/V$ for crystal volume $V$, which depends on direction. This is the contribution of the macroscopic longitudinal field to $X$. The transverse optical exciton is the response to the total macroscopic field, so this part of $v$ is omitted from $X$; keeping it gives the longitudinal response. "Unscreened exchange" then means the remaining, microscopic part of $v$. Along a single line of cells the interaction between transition dipoles falls as $1/R^3$ and its sum converges, so no such separation is needed.

A large exciton gives a useful limit. Suppose the periodic parts $u_{nk}$ vary little over the relevant $k$, so that $D_{kk'}\approx N^{-1}\sum_Re^{-i(k-k')R}W(R)$ and $X_{kk'}\approx J/N$, with $J$ constant. Define $F(R)=N^{-1/2}\sum_ke^{ikR}A_k$. Transforming the direct term gives $W(R)F(R)$. In the exchange term, $\sum_ke^{ikR}=N\delta_{R0}$ and $\sum_{k'}A_{k'}=\sqrt N\,F(0)$, so

$$\Delta(-i\nabla)F(R)-W(R)F(R)+2J\delta_{R0}F(0)=\Omega_SF(R).$$

The attraction is a potential well of long range, and the exchange is a contact repulsion. To first order it raises the level by $2J|F(0)|^2$, which decreases as the envelope spreads over more cells.

A dimerised ring shows both terms at work. It has 40 cells of two sites spaced by 4.0 Å, with alternating hopping strengths of 3.0 and 1.0 eV. The bands are $\pm|3e^{ikb}+e^{-ikb}|$ eV, with $b$ the site spacing, so the smallest gap is $2(3-1)=4$ eV. Charges interact through

$$v(d)=\frac{U}{\sqrt{1+(Ud/C)^2}},\qquad C=\frac{e^2}{4\pi\varepsilon_0},\qquad U=6\ \text{eV},$$

where $d$ is the straight-line distance across the ring. The static $W$ is calculated from the same two bands in the random-phase approximation. The static limit neglects the finite energies of the excitations that screen the interaction, and is here part of the model rather than a controlled approximation.

In the Tamm-Dancoff approximation the lowest triplet lies at 1.29 eV. The lowest singlet, at 2.44 eV, is also the brightest, with 82% of the dipole strength. The dipole is taken along the chain, for which the ring serves as a periodic model; a uniform field across an actual ring would not excite this state, which has zero pair momentum. Using 60 cells changes its energy by only 0.001 eV. In its own eigenstate the energy divides as

$$\Omega_S=\langle\Delta\rangle-\langle D\rangle+2\langle X\rangle=4.274-2.602+0.771\approx2.44\ \text{eV}.$$

The singlet-triplet splitting, $2.444-1.293=1.151$ eV, exceeds the exchange contribution of 0.771 eV. The remainder is a change of envelope. Without its exchange energy the singlet state would have energy $4.274-2.602=1.672$ eV, which is 0.379 eV above the triplet minimum. To reduce the repulsion, the singlet spreads its envelope: it gives up attraction and regains only part of the loss through a lower mean pair energy. Level differences and expectation values are thus two different measures of "the exchange shift".

The screened interaction of this ring has an unexpected feature. On one site it falls from 6.00 to 4.94 eV, but between the two sites of a strong bond it rises from 3.09 to 3.47 eV. An isolated dimer with hopping $t$ explains the rise. Its orbitals are $(1,\pm1)/\sqrt2$, its gap is $2t$, and its transition density is $p=(\tfrac12,-\tfrac12)$. A static potential $u$ mixes the orbitals by $-(p\cdot u)/2t$; two spins and the two off-diagonal elements of $\delta\rho$ give the density response $\chi_0=-(4/2t)\,pp^{T}$. The total potential of a test charge satisfies $W=v+v\chi_0W$. An equal potential on both sites moves no charge, so $W_0+W_1=v_0+v_1$. For the opposite combination $vp=(v_0-v_1)p$ and $p\cdot p=\tfrac12$, hence

$$W_0-W_1=\frac{v_0-v_1}{1+(v_0-v_1)/t}=\frac{2.912}{1+2.912/3}\approx1.48\ \text{eV}.$$

With the sum fixed at 9.09 eV, this gives $W_0=5.28$ and $W_1=3.81$ eV. The test charge pushes electrons onto the partner site, where the repulsion grows. In the ring the difference is again $4.940-3.465\approx1.48$ eV, while both values are about 0.34 eV lower, since other dimers and weak bonds now take part. The dimer model does not ensure that the difference stays so nearly the same.

Screening can therefore weaken the attraction at one separation and strengthen it at another. This is consistent with a control in which $D$ uses $v$: the bright singlet moves only from 2.44 to 2.32 eV. Using $W$ in the exchange instead lowers it to 2.07 eV. For this singlet, screening the wrong term costs more than failing to screen the right one. The triplet has no exchange term, so only the second error affects it.

Using the full $W$ in the exchange is wrong because the equation already generates the screening contained in $W$. To see this, drop the direct term and retain both resonant and antiresonant amplitudes, $x_q$ and $y_q$ per spin, for transitions $q$ between real orbitals. Let $D_q$ (one index) be the bare energy of transition $q$, and $K_{qq'}$ the bare interaction between two transition densities. With $g_q=x_q+y_q$ and $U_q=2\sum_{q'}K_{qq'}g_{q'}$, the equations of motion are

$$(\omega-D_q)x_q=U_q,\qquad(-\omega-D_q)y_q=U_q .$$

Solving for $x_q$ and $y_q$ and adding gives $g_q=2D_qU_q/(\omega^2-D_q^2)$, or

$$\frac{\omega^2-D_q^2}{4D_q}\,g_q=\sum_{q'}K_{qq'}g_{q'} .$$

Single out one transition $p$ and call the others $Q$. Their equations read $M(\omega)g_Q=-K_{Qp}g_p$, where $M$ is $K_{QQ}$ plus the diagonal matrix of $(D_q^2-\omega^2)/4D_q$. Substitution into the equation for $p$ gives

$$\omega^2=D_p^2+4D_pK_r(\omega),\qquad K_r(\omega)=K_{pp}-K_{pQ}M^{-1}(\omega)K_{Qp} .$$

The matrix $-M^{-1}$ is the density response of the remote transitions, so $K_r$ is the exchange screened by them and not by $p$ itself. Full diagonalisation for disilene confirms this relation. The exchange is thus bare as long as all transitions are kept. If a two-band model is obtained by eliminating other bands, its exchange must be screened by those bands. It must not be screened by the retained pair, whose response is still to be solved for.

The two kinds of screening are connected. At zero frequency a single transition responds with $-4/D_p$, so adding it to the already screened $K_r$ gives the fully screened exchange integral

$$W_x=K_r-\frac{4K_r}{D_p}W_x\quad\Rightarrow\quad W_x=\frac{K_r}{1+4K_r/D_p}.$$

For disilene the bare integral is $K=1.824$ eV and the remote transitions reduce it to $K_r=1.405$ eV. The Hartree-Fock pair gap used in the response is $D_p=8.899$ eV, so $W_x=1.405/(1+0.632)=0.861$ eV, as the direct calculation also gives. The step from 1.405 to 0.861 eV is the self-screening that must not be counted twice.

The molecule has Si-Si and Si-H distances of 2.15 and 1.48 Å and an H-Si-Si angle of 122°; the geometry is chosen, not optimised. Hartree-Fock orbitals in the def2-SVP basis are corrected by a one-shot GW calculation for $\pi$ and $\pi^*$, the highest occupied and lowest virtual orbitals. With a single pair the matrix reduces to numbers:

$$\Omega_T=\Delta-W_d=8.610-6.591\approx2.02\ \text{eV},$$

$$\Omega_S=\Delta-W_d+2K=2.018+3.649\approx5.67\ \text{eV}.$$

The singlet energy corresponds to about 219 nm. Screening reduces the direct integral only from 7.18 to 6.59 eV. The singlet's oscillator strength is 1.17; the triplet's vanishes because the two spin contributions to the dipole cancel in one of its components and are absent in the other two. The $\pi^*$ quasiparticle level lies at $+0.80$ eV, above the vacuum level. The basis has no diffuse functions, however. They could shift a level this close to zero, so its sign here does not settle whether the molecule can bind an extra electron.

The pair can also be coupled to its own antiresonant amplitude. For real orbitals, $\delta\rho=x\,\phi_c(\mathbf r)\phi_v(\mathbf r')+y\,\phi_v(\mathbf r)\phi_c(\mathbf r')$. The direct term then contributes $-(W_dx+W_xy)$ to $U_{cv}$ and $-(W_xx+W_dy)$ to $U_{vc}$, while the exchange adds $2K(x+y)$ to both. Hence

$$\Omega x=ax+by,\qquad-\Omega y=bx+ay,$$

with $a=\Delta-W_d+2K$ and $b=2K-W_x$. Adding and subtracting gives $\Omega(x-y)=(a+b)(x+y)$ and $\Omega(x+y)=(a-b)(x-y)$. Their product yields

$$\Omega_S^2=(\Delta-W_d+W_x)(\Delta-W_d+4K-W_x).$$

Without the Hartree terms the triplet has $\Omega_T^2=(\Delta-W_d)^2-W_x^2$. Both formulas were tested against the linearised dynamics of an asymmetric dimer. For disilene the singlet factors are $2.018+0.861=2.879$ eV and $2.018+7.298-0.861=8.455$ eV, so $\Omega_S=4.93$ eV, which is 0.73 eV below the Tamm-Dancoff value. The approximation is good when $|b|\ll a$; here $b=2.79$ eV against $a=5.67$ eV, so it is poor. If $W_x$ reached $\Delta-W_d$, the triplet frequency would fall to zero and the closed-shell reference would become unstable.

How well does one pair represent the molecule? A Tamm-Dancoff calculation with all transitions, in which the occupied and virtual levels are shifted rigidly to reproduce $\Delta$, places the $\pi\pi^*$-dominated triplet at 1.91 eV and the singlet at 4.96 eV. The pair carries 99% and 94% of their weight; one other singlet lies lower. Relative to the one-pair values, the triplet has fallen by 0.11 eV and the singlet by 0.71 eV. The two full matrices differ only by the bare exchange, so the much larger singlet shift enters through it.

This is the effect of the eliminated transitions. Putting $K_r$ in place of $K$ gives $2.018+2(1.405)\approx4.83$ eV, within 0.13 eV of the all-transition singlet. Close agreement is not guaranteed, because $K_r$ is taken at zero frequency, includes antiresonant terms and omits the direct interaction of the remote pairs with the retained pair and with one another. Putting the fully screened $W_x$ there instead gives $2.018+2(0.861)=3.74$ eV, 1.22 eV below the all-transition Tamm-Dancoff value. The one-pair result with antiresonant coupling, 4.93 eV, also lies near 4.96 eV, but it contains no remote transitions and the larger calculation contains no antiresonant ones, so their closeness validates neither.

The all-transition values are a reference for this reduction, not for experiment. They omit antiresonant amplitudes, which can matter here as they did for the single pair, as well as dynamical screening in the electron-hole kernel, self-consistency in GW, basis-set convergence, geometry relaxation and vibrations. The numerical output below lists the values for both systems.

## Computed values

```
RING MODEL
site spacing: 4.0 angstrom
strong hopping: 3.0 eV
weak hopping: 1.0 eV
on-site bare interaction: 6.0 eV
cells: 40
on-site screened interaction: 4.940 eV
strong-bond neighbour, bare: 3.088 eV
strong-bond neighbour, screened: 3.465 eV
smallest element of W: 0.142 eV
quasiparticle gap: 4.000 eV
lowest triplet: 1.293 eV
lowest singlet: 2.444 eV
brightest singlet: 2.444 eV
its share of dipole strength: 0.822
its mean pair energy: 4.274 eV
its direct contribution: -2.602 eV
its exchange contribution: 0.771 eV
brightest singlet, exchange wrongly screened: 2.074 eV
brightest singlet, direct term unscreened: 2.317 eV
brightest singlet, 60 cells: 2.445 eV
test-charge error in W: 4.6e-08 eV
PLANAR DISILENE, HF + one-shot GW, def2-SVP
Si-Si distance: 2.15 angstrom
Si-H distance: 1.48 angstrom
H-Si-Si angle: 122.0 degree
occupied levels above pi: 0
virtual levels below pi*: 0
Hartree-Fock pair gap: 8.899 eV
quasiparticle pi energy: -7.811 eV
quasiparticle pi* energy: 0.799 eV
quasiparticle pair gap Delta: 8.610 eV
bare direct integral: 7.183 eV
screened direct integral Wd: 6.591 eV
bare exchange integral K: 1.824 eV
exchange screened by remote transitions: 1.405 eV
exchange screened by all transitions Wx: 0.861 eV
one-pair triplet: 2.018 eV
exchange shift 2K: 3.649 eV
one-pair singlet: 5.667 eV
one-pair singlet (nm): 218.8 nm
one-pair singlet, remote-screened exchange: 4.828 eV
one-pair singlet with antiresonant coupling: 4.934 eV
one-pair singlet oscillator strength: 1.170
all-transition triplet: 1.912 eV
its pi-pi* weight: 0.992, level number: 1
all-transition singlet: 4.958 eV
its pi-pi* weight: 0.941, level number: 2
```
